# Do dose, mean and variance fix an implant's junction depth?

## Question

I am estimating the junction depth of a boron implant in n-type silicon. I know the dose, \(Q=10^{14}\ \mathrm{cm^{-2}}\), the mean depth, \(R=300\) nm, and the standard deviation, \(\sigma=80\) nm. The wafer has a uniform donor concentration \(N_B=10^{15}\ \mathrm{cm^{-3}}\).

I put these numbers into a Gaussian and solved for the depth at which the boron concentration equals \(N_B\). A colleague prefers a double exponential, falling off as \(e^{-|x-R|/b}\) on both sides of the peak. I argued that the choice cannot matter much: if both curves have the same dose, mean and variance, they describe the same amount of boron, in the same place, with the same spread.

Is that argument sound when the background lies thousands of times below the peak? If not, which curve gives the deeper junction, and does annealing remove the difference?

## Answer

The argument is not sound. The three matched numbers are integrals over the whole profile, while the junction is set by the local concentration far out in the tail. For your numbers the double exponential puts the junction 184 nm deeper than the Gaussian. At a high enough background the order reverses, so there is no universal "deeper" curve either.

### Matching the two profiles

Let \(x\) be depth below the surface and \(u=x-R\). I first treat both profiles as extending over the whole line and return to the surface later. All the boron is taken to be active, and \(x_j\) means the metallurgical junction, where acceptor and donor concentrations are equal. If a profile meets \(N_B\) on both sides of its peak, \(x_j\) is the deeper point.

The profiles are

\[
N_G=\frac{Q}{\sqrt{2\pi}\,\sigma}\,e^{-u^2/(2\sigma^2)},\qquad
N_E=\frac{Q}{2b}\,e^{-|u|/b}.
\]

Both integrate to \(Q\), and both have mean \(R\) by symmetry. For the double exponential we need

\[
\int_0^\infty u^n e^{-u/b}\,du=n!\,b^{n+1}.
\]

The two halves contribute equally, so its variance is

\[
\frac{2}{2b}\int_0^\infty u^2e^{-u/b}\,du=\frac{2b^3}{b}=2b^2 .
\]

Setting this equal to \(\sigma^2\) gives \(b=\sigma/\sqrt2=56.57\) nm. Dose, mean and variance now agree.

The third central moments also agree, since both vanish by symmetry. The fourth do not. For the double exponential the fourth moment is \(4!\,b^4=24\,\sigma^4/4=6\sigma^4\), whereas for a Gaussian it is \(3\sigma^4\). The fourth power gives more weight to distant atoms, and it registers the heavier tail.

### The two junction depths

Write the Gaussian peak as \(P=Q/(\sqrt{2\pi}\,\sigma)\), and define

\[
r=\frac{P}{N_B},\qquad L=\ln r .
\]

I assume \(r>1\), so that the Gaussian has a junction. Setting \(N_G=N_B\) gives \(e^{-u^2/(2\sigma^2)}=1/r\), hence \(u^2=2\sigma^2L\). The deeper root is

\[
x_G=R+\sigma\sqrt{2L}.
\]

The peak of the double exponential is \(Q/(2b)=Q/(\sqrt2\,\sigma)=\sqrt\pi\,P\). On the deep side, \(N_E=N_B\) reads \(\sqrt\pi\,P\,e^{-u/b}=N_B\). Taking the logarithm,

\[
x_E=R+b\left(L+\tfrac12\ln\pi\right).
\]

For your implant, with \(\sigma=8.0\times10^{-6}\) cm,

\[
P=\frac{10^{14}}{2.507\times 8.0\times10^{-6}}
=4.99\times10^{18}\ \mathrm{cm^{-3}},
\]

so \(r=4987\) and \(L=8.5145\). The junctions are

\[
x_G=300+80\sqrt{17.029}=630\ \mathrm{nm},
\]
\[
x_E=300+56.57\,(8.5145+0.5724)=814\ \mathrm{nm},
\]

or 0.630 µm and 0.814 µm. At the surface both profiles are still above \(N_B\), so each has a single junction inside the wafer.

### Which curve is deeper?

Since \(\sigma\sqrt{2L}=2b\sqrt L\), the gap is

\[
x_E-x_G=b\left(L-2\sqrt L+\tfrac12\ln\pi\right).
\]

Completing the square in \(\sqrt L\) gives

\[
x_E-x_G=b\left[(\sqrt L-1)^2-\left(1-\tfrac12\ln\pi\right)\right].
\]

The gap vanishes when \(\sqrt L=1\pm\sqrt{1-\tfrac12\ln\pi}=1\pm0.654\), that is, at \(r=1.127\) and \(r=15.42\). At these values the background passes through a crossing point of the two profiles. Between them the Gaussian junction is deeper. Above \(r=15.42\) the double-exponential junction is deeper. (It is also deeper in the narrow range \(1<r<1.127\), because its peak is higher.)

The derivative

\[
\frac{d(x_E-x_G)}{dL}=b\left(1-\frac1{\sqrt L}\right)
\]

is positive for \(L>1\). Once \(r\) exceeds 15.42, the gap therefore grows steadily as the background falls, and without bound in this model, because \(L\) eventually outruns \(2\sqrt L\).

With dose, mean and variance held fixed, changing the background alone gives:

| \(N_B\) (cm⁻³) | \(x_G\) (nm) | \(x_E\) (nm) | \(x_E-x_G\) (nm) |
|---|---:|---:|---:|
| \(10^{18}\) | 443 | 423 | −20 |
| \(10^{17}\) | 524 | 554 | 30 |
| \(10^{16}\) | 582 | 684 | 102 |
| \(10^{15}\) | 630 | 814 | 184 |
| \(10^{14}\) | 672 | 944 | 272 |

The change of sign lies at \(N_B=3.2\times10^{17}\ \mathrm{cm^{-3}}\). Near that background your argument happens to work, because the curves cross there.

### Why equal variance does not help

Consider the boron that the double exponential places beyond the Gaussian junction. Let \(s=(x_G-R)/b=5.836\). With \(t=u/b\), its share of the dose is

\[
\frac12\int_s^\infty e^{-t}\,dt=\frac12e^{-s}=0.146\%.
\]

Its share of the variance is

\[
\frac{1}{\sigma^2}\int_{sb}^{\infty}\frac{u^2}{2b}e^{-u/b}\,du
=\frac{b^2}{2\sigma^2}\int_s^\infty t^2e^{-t}\,dt .
\]

Here \(b^2/\sigma^2=\tfrac12\), and integrating by parts twice gives \(\int_s^\infty t^2e^{-t}dt=e^{-s}(s^2+2s+2)\). The share is therefore

\[
\frac14e^{-s}(s^2+2s+2)=3.5\%.
\]

So little boron weighs lightly in the total dose and variance. It is offset by the different shape nearer the centre, where the double exponential has a peak \(\sqrt\pi\approx1.77\) times higher and lies below the Gaussian on the shoulders, between the crossing points at 339 and 487 nm on the deep side. At the junction, however, it is decisive. At \(x_G\) the double exponential still has the concentration

\[
8.84\times10^{18}\,e^{-5.836}=2.6\times10^{16}\ \mathrm{cm^{-3}},
\]

which is 26 times the background. Falling by that factor takes a further \(b\ln 26\approx184\) nm, which is the whole gap.

The same contrast appears in the sensitivity to the background. Since \(dL/d\ln N_B=-1\),

\[
\frac{dx_G}{d\ln N_B}=-\frac{\sigma}{\sqrt{2L}}=-19.4\ \mathrm{nm},\qquad
\frac{dx_E}{d\ln N_B}=-b=-56.6\ \mathrm{nm}.
\]

These are the local decay lengths at the junctions, with a minus sign. On a logarithmic concentration scale, the Gaussian becomes steeper with depth beyond the peak; the exponential keeps a constant slope. If only half the boron is active everywhere, \(L\) drops by \(\ln2\), and the junctions become shallower by 14 nm and 39 nm respectively.

### Does annealing remove the difference?

Take a uniform diffusivity \(D\), a time \(t_a\), and ignore the surface. Diffusion then adds to each atom's position an independent Gaussian displacement of variance \(w^2=2Dt_a\). Both variances become \(\sigma^2+w^2\), so the profiles remain matched in dose, mean and variance.

The Gaussian stays Gaussian with the larger width. For the deep exponential tail, average \(e^{-(u-y)/b}\) over the displacement \(y\). The exponent is

\[
-\frac{y^2}{2w^2}+\frac yb
=-\frac{(y-w^2/b)^2}{2w^2}+\frac{w^2}{2b^2}.
\]

The Gaussian integral over \(y\) leaves the factor \(e^{w^2/(2b^2)}\). The tail keeps its decay length, and its junction moves deeper by

\[
b\,\frac{w^2}{2b^2}=\frac{w^2}{2b}.
\]

This requires the important starting points, near \(u-w^2/b\), to lie on the deep side of the peak by several \(w\). A sufficiently long anneal violates that condition, and the shift formula then fails. In this model, as \(w\) grows well beyond \(\sigma\), both profiles approach the same broad Gaussian and the gap shrinks towards zero. Such an anneal does remove the difference, but only by driving both junctions much deeper.

For a 10 s anneal with a rough \(D=2\times10^{-14}\ \mathrm{cm^2/s}\), representative of boron near 1000 °C, \(w=6.3\) nm and the gap stays at 183 nm. Implant damage can enhance diffusion well beyond this. That enhancement is not uniform: it depends on time and concentration and often moves the low-concentration tail more than the peak, so a larger \(w\) indicates only its size, not its effect on the shape. With a round allowance of \(w=40\) nm, direct convolution of the two profiles gives junctions at 667 nm and 828 nm. The gap is then 161 nm: smaller, but far from removed.

### Would adding the kurtosis settle it?

It would distinguish these two curves, but it would not fix the junction. Take two Gaussians centred at \(R\), one holding 2% of the dose with standard deviation \(80\sqrt8=226.3\) nm, the other 98% with \(80\sqrt{6/7}=74.1\) nm. In units of \(\sigma^2\) the variance is \(0.02\times8+0.98\times\tfrac67=1\), and the kurtosis is \(3\,(0.02\times8^2+0.98\times(\tfrac67)^2)=6\). Dose, mean, variance and kurtosis all equal those of the double exponential. Far from the peak only the wide part matters. Its peak is \(3.53\times10^{16}\ \mathrm{cm^{-3}}\), so the junction lies at \(300+226.3\sqrt{2\ln 35.3}=904\) nm, which is 90 nm deeper than for the double exponential.

Measurement error leaves further freedom. Suppose a fraction \(f\) of the dose is moved from a Gaussian into a one-sided tail that starts at \(R\) and has decay length \(\ell\). The \(n\)th moment about \(R\) becomes

\[
M_n=(1-f)M_n^{G}+f\,n!\,\ell^n .
\]

For any finite list of moments, a small enough \(f\) makes all the changes smaller than a given measurement error. Yet for fixed \(f>0\), the exponential eventually exceeds the Gaussian, and at a low enough background it sets the junction.

Take \(f=0.01\) and \(\ell=100\) nm, as a crude picture of ions channelled along open crystal directions. The mean moves by \(f\ell=1\) nm. The variance becomes

\[
0.99\times6400+0.01\times2\times100^2-1^2=6535\ \mathrm{nm^2},
\]

so the standard deviation rises only from 80 to 80.8 nm. A Gaussian refitted to the new mean and variance puts the junction at 634 nm. The profile itself reaches \(N_B\) at 761 nm. One percent of the dose has produced an error of 126 nm in the refitted estimate. The kurtosis rises more visibly, from 3 to 3.4, so an accurate fourth moment would warn you that this profile is not Gaussian. It would not tell you the shape of the tail.

### How this compares with a real implant

Neither symmetric curve should be taken as the actual boron profile. Real profiles are skewed, and their tails depend on crystal orientation and on any screening layer. The channelling estimate shows how far a small departure from the Gaussian can move the result.

The surface matters less here. The whole-line curves place 0.009% (Gaussian) and 0.25% (double exponential) of the dose outside the wafer. If both are refitted so that the dose, mean and variance **inside** the wafer equal your values, the junctions are at 630 nm and 826 nm. The gap increases to 196 nm.

A larger correction arises if "junction" means the plane where electron and hole concentrations are equal, \(n=p\), rather than the metallurgical junction. The carriers do not follow the doping: a space-charge layer surrounds the junction and extends mainly into the lightly doped n side, and the \(n=p\) plane lies inside it. At \(10^{15}\ \mathrm{cm^{-3}}\) and 300 K the Debye length is 129 nm, and the layer is several such lengths wide. I solved the equilibrium Poisson equation at zero bias with full ionization, Boltzmann statistics, relative permittivity 11.7 and a rough intrinsic concentration of \(10^{10}\ \mathrm{cm^{-3}}\). The \(n=p\) planes lie at about 887 nm for the Gaussian and 1013 nm for the double exponential. Each is roughly 200 to 260 nm deeper than its metallurgical junction, a shift larger than the original gap. The two profiles still differ, by 126 nm.

The peak concentrations are 0.25 and 0.44 of a rough valence-band density of states, \(2\times10^{19}\ \mathrm{cm^{-3}}\). Boltzmann statistics and full ionization are therefore approximate near the peak, and I have not sized their effect on the \(n=p\) planes. They do not enter the metallurgical depths, which compare dopant concentrations. Those depths rest on a separate assumption, that all the boron is active, meaning that every boron atom sits where it can act as an acceptor.

### What to use instead

Three moments are enough if you have independent grounds for the **shape** down to the background concentration. A good Gaussian fit near the peak, viewed on a linear scale, does not supply them. For a junction at \(10^{15}\ \mathrm{cm^{-3}}\), you need the profile on a logarithmic scale down to that level, or a simulation whose tail has been calibrated for the same implant and anneal conditions. If the data stop at a higher concentration, extrapolate with more than one plausible tail and quote the resulting spread in \(x_j\). The numerical output below gives the main values used here.

## Numbers as computed

```
G = Gaussian, E = double exponential
Dose 1.0e+14 cm^-2, background 1.0e+15 cm^-3
Mean 300 nm, sigma 80 nm, decay length b 56.57 nm
Kurtosis: G 3.000, E 6.000
Peak: G 4.987e+18, E 8.839e+18 cm^-3
Surface value: G 4.41e+15, E 4.40e+16 cm^-3
G peak/background r 4986.8, L = ln r 8.5145
Junction: G 630.1, E 814.0, gap 183.9 nm
Junction in um: G 0.630, E 0.814
Crossover r: 1.1272 and 15.418
Crossover depths: 339.2, 487.1 nm
Crossover backgrounds: 4.424e+18, 3.234e+17 cm^-3
Background (cm^-3), junction G, junction E, gap E-G (nm):
  1e+18  443.4  423.3  -20.1
  1e+17  523.7  553.5  29.8
  1e+16  582.0  683.8  101.8
  1e+15  630.1  814.0  183.9
  1e+14  672.1  944.3  272.2
Slope dx_j/d ln NB: G -19.39, E -56.57 nm
Local slope per decade: G -44.6, E -130.3 nm
s at G junction 5.8359
Dose share beyond G junction: G 0.00184 %, E 0.1460 %
E variance share beyond G junction 3.49 %
Neglected effects:
Dose outside wafer: G 0.0088 %, E 0.2488 %
Matched inside wafer: G 630.3, E 826.0, gap 195.7 nm
Thermal anneal: D 2e-14 cm^2/s (rough), 10 s
Anneal thermal, w 6.3 nm: G 631.1, E 814.4, gap 183.3 nm
Anneal enhanced, w 40.0 nm: G 666.7, E 828.2, gap 161.5 nm
Channelled tail: 1 % of dose, decay length 100 nm
  new mean 301.00 nm, new sigma 80.84 nm
  true junction 760.5 nm, refitted Gaussian 634.4 nm
Half activation shift: G -13.7, E -39.2 nm
Temperature 300 K, n_i 1e+10 cm^-3 (rough), eps_r 11.7
Debye length at background doping 129.3 nm
Plane n = p: G 886.5, E 1012.7, gap 126.2 nm
Peak/N_v (N_v 2e+19 cm^-3, rough): G 0.25, E 0.44
```
